# The Highest Occupied Kohn-Sham Eigenvalue from the Density Tail

Far outside an atom or molecule, the electron density is controlled by the electron that is easiest to remove. Its tail therefore carries the ionization energy of the interacting system, provided that removing one electron can leave the ion in its ground state. The Kohn-Sham system has the same density, but its electrons do not interact, and its tail is controlled by orbital energies. Two descriptions of one tail must agree. What does this agreement fix, and what must be assumed about the Kohn-Sham potential?

## Statement

Hartree atomic units are used. A finite system has $N$ electrons, external potential $v$, ground-state energy $E_N$ and density $\rho$. With the same nuclei, its ion has ground-state energy $E_{N-1}$, and

$$I=E_{N-1}-E_N>0 .$$

Let $\bar\rho(r)=\frac1{4\pi}\int\rho\,d\Omega$ be the average over a sphere about a fixed origin. The decay $\exp(-2\sqrt{2I}\,r)$ is understood as a statement about the exponential rate:

$$\lim_{r\to\infty}\frac{-\ln\bar\rho(r)}{r}=2\sqrt{2I}. \tag{1}$$

A power $r^m$ multiplying the exponential adds $-m\ln r/r\to0$ and does not alter this limit.

The Kohn-Sham orbitals satisfy

$$\left(-\tfrac12\nabla^2+v_s\right)\varphi_i=\varepsilon_i\varphi_i,\qquad \rho=\sum_i f_i|\varphi_i|^2,\quad f_i>0, \tag{2}$$

with finitely many occupied orbitals. Let $\varepsilon_H$ be the highest occupied eigenvalue.

**Theorem.** Assume (1), and assume that all occupied $\varepsilon_i$ are negative. Outside some ball let $v_s$ be smooth, tend to zero uniformly in direction, and satisfy $|\partial_r v_s|\le C/r^2$. Inside the ball let $v_s$ be bounded apart from finitely many Coulomb singularities. Then

$$\boxed{\varepsilon_H=-I.}$$

The derivative condition admits a Coulomb tail. Spherical symmetry is not required. Orbitals may be taken real: for a complex orbital, the real and imaginary parts solve the same equation and their squares add. If the two spins have different potentials, the assumptions apply to each, and $\varepsilon_H$ is the highest occupied level of both.

## Where the density tail comes from

Equation (1) is the premise of the theorem. One half of it can be proved briefly; the other half rests on an asymptotic argument.

**Decay at least this fast.** Fix the position $\mathbf r$ of one electron and regard $\Psi(\mathbf r,\cdot)$ as a vector in the remaining variables, including spin. Its norm is $s(\mathbf r)=\sqrt{\rho(\mathbf r)/N}$. Split the Hamiltonian as

$$\hat H_N=-\tfrac12\nabla^2+v(\mathbf r)+W+\hat H_{N-1},\qquad W=\sum_{j\ge2}\frac1{|\mathbf r-\mathbf r_j|}\ge0 .$$

Take the inner product of $\hat H_N\Psi=E_N\Psi$ with $\Psi$ over the remaining variables. Since $W\ge0$ and $\hat H_{N-1}\ge E_{N-1}$,

$$-\tfrac12\,\mathrm{Re}(\Psi,\nabla^2\Psi)\le(E_N-E_{N-1}-v)s^2=-(I+v)s^2 .$$

Computing $\frac12\nabla^2s^2$ in two ways gives

$$s\nabla^2s+|\nabla s|^2=\mathrm{Re}(\Psi,\nabla^2\Psi)+\|\nabla\Psi\|^2 .$$

The Cauchy-Schwarz inequality gives $|\nabla s|\le\|\nabla\Psi\|$, so $s\nabla^2s\ge\mathrm{Re}(\Psi,\nabla^2\Psi)$. Where $\rho>0$, division by $s$ yields

$$\left(-\tfrac12\nabla^2+v+I\right)\sqrt\rho\le0. \tag{3}$$

Choose $0<\delta<I$. Far out $v\ge-\delta$, hence $\nabla^2\sqrt\rho\ge k^2\sqrt\rho$ with $k^2=2(I-\delta)$. The comparison function $Be^{-kr}$ obeys

$$\nabla^2e^{-kr}=(k^2-2k/r)e^{-kr}\le k^2e^{-kr}.$$

Choose $B$ so large that $f=\sqrt\rho-Be^{-kr}\le0$ on the inner sphere. Outside it $\nabla^2f\ge k^2f$, and $f\to0$ at infinity. A positive maximum of $f$ would need $\nabla^2f\le0$ and $\nabla^2 f>0$ together, so $f\le0$. Thus $\rho\le B^2e^{-2kr}$, with $k$ as close to $\sqrt{2I}$ as desired.

**Decay no faster.** Project $\Psi$ on the ionic ground state:

$$g_0(\mathbf r)=\sqrt N\,(\Psi_0^{N-1},\Psi(\mathbf r,\cdot)),\qquad |g_0|^2\le\rho .$$

When one electron is far away, it sees the ion's net charge $Q$. At leading order the radial function, including its factor $r$, obeys

$$-\tfrac12g_0''-\frac Qr g_0=-Ig_0. \tag{4}$$

Insert $g_0=r^\beta e^{-\kappa r}$. Then $g_0''/g_0=\kappa^2-2\kappa\beta/r+O(r^{-2})$ must equal $2I-2Q/r$, so $\kappa=\sqrt{2I}$ and $\beta=Q/\kappa$. This amplitude supplies the slow tail if it does not vanish. If symmetry makes $g_0$ zero, premise (1) has to be examined separately.

## The decay of a single orbital

It remains to show that an orbital of energy $\varepsilon$ has the rate $\sqrt{-2\varepsilon}$ even when $v_s$ depends on direction. Put $u=r\varphi$ and $\kappa^2=-2\varepsilon>0$. Because $\nabla^2\varphi=r^{-1}\partial_r^2(r\varphi)-L^2\varphi/r^2$, equation (2) becomes

$$u''=Au,\qquad A=\frac{L^2}{r^2}+\kappa^2+2v_s. \tag{5}$$

Here $L^2\ge0$ is minus the angular Laplacian and primes are radial derivatives. Let $\langle\cdot\rangle$ denote $\int d\Omega$, and define

$$H=\langle u^2\rangle,\qquad D=\langle uu'\rangle=\tfrac12H',\qquad w=-\frac DH=-\tfrac12(\ln H)'.$$

The function $w$ is the local decay rate of the root-mean-square of $u=r\varphi$ on a sphere; the corresponding rate for $\varphi$ itself is $w+1/r$, which has the same limit at large $r$. Normalization means $\int H\,dr<\infty$.

**Lemma 1.** For every $k<\kappa$, $H>0$ and $w\ge k$ at all sufficiently large $r$.

*Proof.* Let $0<k<\kappa$, and go far enough out that $2|v_s|\le\kappa^2-k^2$. As $L^2\ge0$, $\langle uAu\rangle\ge k^2H$. Equation (5) gives

$$D'=\langle u'^2\rangle+\langle uAu\rangle\ge0,$$

so $H''=2D'\ge0$. A convex function with a positive slope anywhere would grow at least linearly afterwards and could not be integrable. Hence $H'\le0$.

If $H$ vanished at one radius, it would vanish at all larger radii, and $\varphi$ would be zero on an open set. Unique continuation, a standard property of Schrödinger equations with potentials such as these, would make $\varphi$ zero everywhere. So $H>0$ and $w\ge0$.

Now set $h=\sqrt H$. Then $h'=D/h$ and

$$h''=\frac{D'}h-\frac{D^2}{h^3}\ge\frac{\langle uAu\rangle}{h}\ge k^2h,$$

where $D^2\le H\langle u'^2\rangle$ was used. Since $w=-h'/h$,

$$w'=w^2-\frac{h''}{h}\le w^2-k^2 .$$

Were $w(r_1)<k$, $w$ would decrease from there with slope at most $w(r_1)^2-k^2<0$ as long as it stayed non-negative. It would become negative at a finite radius, which is impossible. $\square$

A consequence, for $s\ge r$ in this region, is

$$H(s)\le H(r)e^{-2k(s-r)}. \tag{6}$$

**Lemma 2.** Define $F=\langle u'^2\rangle-\langle uAu\rangle$ and $\sigma^2=\langle u'^2\rangle/H-w^2\ge0$. Then

$$F'=\frac{2\langle uL^2u\rangle}{r^3}-2\langle u^2\partial_rv_s\rangle,\qquad F(\infty)=0,\qquad w'=\frac FH-2\sigma^2. \tag{7}$$

*Proof.* The operator $A$ is symmetric on the sphere, so

$$F'=2\langle u'u''\rangle-2\langle u'Au\rangle-\langle uA'u\rangle=-\langle uA'u\rangle .$$

Insert $A'=-2L^2/r^3+2\partial_rv_s$ to obtain the first identity.

A bound orbital has finite norm and kinetic energy. Therefore $H$, $\langle u'^2\rangle$ and $\langle uL^2u\rangle/r^2$ are integrable at large $r$. Both $F$ and $F'$ are then integrable. The second fact gives $F$ a limit; the first makes that limit zero.

For the last identity, $D'=\langle u'^2\rangle+\langle uAu\rangle=2\langle u'^2\rangle-F$. Differentiating $w=-D/H$ with $H'=2D$ gives

$$w'=-\frac{D'}H+\frac{2D^2}{H^2}=\frac FH-\frac{2\langle u'^2\rangle}{H}+2w^2,$$

which is (7). $\square$

**Lemma 3.** For each occupied orbital, $w\to\kappa=\sqrt{-2\varepsilon}$, and hence $-\ln H/r\to2\kappa$.

*Proof.* Integrate $F'$ from $r$ to infinity:

$$F(r)=-2\int_r^\infty\frac{\langle uL^2u\rangle}{s^3}ds+2\int_r^\infty\langle u^2\partial_sv_s\rangle ds. \tag{8}$$

The first term is not positive. By the derivative assumption and (6), the magnitude of the second is at most

$$\frac{2C}{r^2}\int_r^\infty H(s)\,ds\le\frac{C}{kr^2}H(r).$$

With $C_1=C/k$, (7) gives $w'\le F/H\le C_1/r^2$. Thus $w+C_1/r$ does not increase. It is bounded below, so $w$ has a finite limit $w_\infty$. Lemma 1 holds for every $k<\kappa$, hence $w_\infty\ge\kappa$.

Suppose that $\lambda=w_\infty^2-\kappa^2>0$. The definitions of $F$, $A$ and $\sigma^2$ give

$$\frac{\langle uL^2u\rangle}{r^2H}=w^2+\sigma^2-\frac FH-\kappa^2-\frac{2\langle u^2v_s\rangle}{H}.$$

Drop $\sigma^2\ge0$ and use $-F/H\ge-C_1/r^2$. The remaining lower bound tends to $\lambda$, so the left side is at least $\lambda/2$ far out. Physically, an excessive decay rate would require angular kinetic energy that persists at large distance. Equation (8) then implies

$$\frac{F(r)}{H(r)}\le-\frac{\lambda}{H(r)}\int_r^\infty\frac{H(s)}s\,ds+\frac{C_1}{r^2}.$$

Let $M$ be an upper bound of $w$ in this region. Then $H(s)\ge H(r)e^{-2M(s-r)}$. Keeping just the interval $r\le s\le r+1$ gives

$$w'\le\frac FH\le-\frac{\lambda e^{-2M}}{r+1}+\frac{C_1}{r^2}.$$

The integral of the first term diverges logarithmically to $-\infty$, while that of the second converges. So $w\to-\infty$, contradicting $w\ge0$. Therefore $\lambda=0$ and $w_\infty=\kappa$. Since $(\ln H)'=-2w$, averaging over a long radial interval gives the second claim. $\square$

## Proof of the theorem

Let $H_i$ be the shell integral of orbital $i$ and $\kappa_i=\sqrt{-2\varepsilon_i}$. Integrating the density over a sphere gives

$$4\pi r^2\bar\rho(r)=\sum_if_iH_i(r). \tag{9}$$

All terms are non-negative, so there is no cancellation between orbitals. The smallest rate belongs to the highest eigenvalue; call it $\kappa_H=\sqrt{-2\varepsilon_H}$.

For any small $\eta>0$, Lemma 3 bounds the sum from above by a constant times $e^{-2(\kappa_H-\eta)r}$. The highest orbital alone bounds it from below by a positive constant times $e^{-2(\kappa_H+\eta)r}$. As $\eta$ is arbitrary and $\ln(4\pi r^2)/r\to0$,

$$\lim_{r\to\infty}\frac{-\ln\bar\rho}{r}=2\sqrt{-2\varepsilon_H}.$$

Comparison with (1) gives $\sqrt{-2\varepsilon_H}=\sqrt{2I}$. Both roots are positive; squaring and dividing by $-2$ gives $\varepsilon_H=-I$. $\blacksquare$

Degenerate highest orbitals cause no difficulty, because (9) contains a finite sum of terms with the same rate.

## What the conditions do

**The zero of potential.** The density determines $v_s$ up to a constant. If $v_s\to v_\infty$, apply the theorem to $v_s-v_\infty$, whose eigenvalues are $\varepsilon_i-v_\infty$. The result is $\varepsilon_H-v_\infty=-I$. The tail fixes a level relative to the potential far away.

**Nodal planes.** Suppose that $v_s$ is spherical, the highest occupied orbital is a $p_z$ orbital, and the other occupied orbital is an $s$ orbital of strictly lower energy. On the plane $z=0$ the $p_z$ density vanishes, so the density there decays at the faster $s$ rate. The spherical average still has the $p_z$ rate. This is why (1) uses an average. A potential that approaches a different constant along such a plane violates the uniformity assumption and is outside this proof. The case is not remote: for parallel spins in $s$ and $p_z$ orbitals, the orbital-dependent KLI exchange potential tends to a non-zero constant on the plane $z=0$. Uniform vanishing of $v_s$ therefore has to be checked whenever the highest orbital has a nodal plane reaching infinity.

**Approximate potentials.** Lemma 3 also applies to an approximate $v_s$ that meets its conditions. The approximate density then decays at the rate set by its own $\varepsilon_H$. Nothing in the argument makes that rate equal to $\sqrt{2I}$, because premise (1) concerns the exact density.

**Other levels.** Deeper orbitals disappear from the leading exponential rate, so the theorem assigns them no ionization energies. Unoccupied orbitals do not enter $\rho$, so it also says nothing about the lowest unoccupied level or the gap.

## A model with a known interacting solution

Consider two parallel-spin electrons, each restricted to zero angular momentum, around a charge $Z=3$. With radial factors absorbed into the antisymmetric amplitude $\chi(r_1,r_2)$, the Hamiltonian is

$$-\tfrac12\partial_1^2-\tfrac12\partial_2^2-\frac3{r_1}-\frac3{r_2}+\frac1{\max(r_1,r_2)} .$$

This is a model: a real atom has angular correlation, which is absent here. A hard wall stands at 15 bohr. On a radial grid with spacing 0.05 bohr, the two-electron energy is $-5.08344$ hartree and the one-electron energy is $-4.47497$ hartree. Thus

$$I=-4.47497-(-5.08344)=0.6085\ \text{hartree}$$

on this grid. With spacing 0.10 bohr it is 0.6058 hartree, so the third decimal still depends on the grid. The error falls as the square of the spacing, and extrapolation to zero spacing gives 0.6094 hartree, about 0.0009 hartree above the fine-grid value. The numbers below refer to the fine grid.

**From density to potential.** Let $n=4\pi r^2\rho$, with $\int n\,dr=2$. Write the two radial Kohn-Sham orbitals as

$$u_1=\sqrt n\cos\theta,\qquad u_2=\sqrt n\sin\theta .$$

Direct differentiation gives $u_1u_2'-u_2u_1'=n\theta'$. Differentiate again and use $u_i''=2(v_s-\varepsilon_i)u_i$; the potential cancels:

$$(n\theta')'=2(\varepsilon_1-\varepsilon_2)u_1u_2=-(\varepsilon_2-\varepsilon_1)n\sin2\theta .$$

The conditions $\int n\cos^2\theta\,dr=1$ and $n\theta'=0$ at both ends accompany this equation in the numerical solution for $\theta$ and $\varepsilon_2-\varepsilon_1$. Multiplying each orbital equation by $u_i$ and summing then gives

$$v_s-\varepsilon_2=\frac{\frac12(u_1u_1''+u_2u_2'')-(\varepsilon_2-\varepsilon_1)u_1^2}{n}.$$

The ionization energy has not been used. Since the wall prevents $r\to\infty$, the constant is found by continuing the form $-\varepsilon_2+b/r$ from its values at 7 and 10 bohr. The result is

$$b=-2.0000\ \text{hartree bohr},\qquad \varepsilon_H=\varepsilon_2=-0.6085\ \text{hartree}.$$

The value of $b$ agrees with $-(Z-1)$. At 5 bohr, a point not used in the continuation, $v_s=-0.4000$ hartree, equal to $-2/5$ to the digits shown. On either grid $|\varepsilon_H+I|$ is below $10^{-9}$ hartree. This is much smaller than the grid error of $I$ for two reasons. First, both problems use the same difference operator. Second, the model repulsion equals $1/r$ exactly when the far electron at $r$ lies outside the other one, so projecting the pair equation on the ionic ground state gives the discretized form of (4) with $Q=Z-1$, up to exponentially small terms. Excited ion states carry only about $3\times10^{-10}$ of the density at 6 bohr and $u_1$ decays faster than $u_2$, so there $\sqrt n\simeq|g_0|\simeq|u_2|$ and $v_s-\varepsilon_2=I-(Z-1)/r$ on the grid. Agreement this close belongs to the model: in a real atom the repulsion has higher multipoles, which add corrections falling as powers of $1/r$ that a two-point continuation does not remove. Diagonalizing the recovered potential confirms that its two lowest orbitals reproduce the density.

**The slow approach to the limit.** Here $\sqrt{2I}=1.103$ bohr$^{-1}$ on the fine grid (1.104 at zero spacing). The prefactor in (4) predicts for the half logarithmic slope of $n$

$$-\tfrac12(\ln n)'\simeq\sqrt{2I}-\frac{Z-1}{\sqrt{2I}\,r}.$$

At 10 bohr this is $1.103-0.181=0.922$ bohr$^{-1}$; the computed slope is 0.915 bohr$^{-1}$. Taking that slope for $\sqrt{2I}$ would give $0.915^2/2=0.42$ hartree, well below the actual 0.61 hartree. The half slope of $\ln\bar\rho$ itself is larger by $1/r$, namely 1.015 bohr$^{-1}$, and would give about 0.515 hartree, still too low. The limit in (1) cannot be replaced by an uncorrected slope at this distance.

**The deeper level.** On the finer grid the lower Kohn-Sham eigenvalue is $-3.52$ hartree, and minus the energy needed to leave the ion in its first excited state is $-3.96$ hartree. The second decimal is uncertain, since the ion ground energy on this grid lies 0.025 hartree above its exact value $-4.5$. The two numbers differ by about 0.4 hartree, whereas the highest occupied level matches $-I$.

**A non-spherical potential.** Lemma 3 can be examined separately with a hydrogen $2p_z$ orbital centred 1 bohr from the origin along $z$. About that origin its potential depends on direction, and $\kappa=0.5$ bohr$^{-1}$. The shell rate $w$ is 0.292, 0.480 and 0.498 bohr$^{-1}$ at 10, 100 and 1000 bohr. At the last radius $\kappa-w=0.002$ bohr$^{-1}$, in accord with the $2/r$ correction from $u\sim r^2e^{-r/2}$. The numerical check also tests both differential identities in (7) for this orbital.

## Numbers as computed

```
nuclear charge Z = 3, wall radius = 15 bohr
--- grid spacing 0.10 bohr
two-electron energy      = -5.008864 hartree
one-electron ion energy  = -4.403065 hartree
ionization energy I      = 0.605799 hartree
eps_H from v_s tail      = -0.605799 hartree
eps_H + I                = -6.8e-10 hartree
1/r coefficient of v_s   = -2.000000 hartree bohr
largest error of p       = 1.5e-16 electrons
--- grid spacing 0.05 bohr
two-electron energy      = -5.083444 hartree
one-electron ion energy  = -4.474968 hartree
ionization energy I      = 0.608475 hartree
eps_H from v_s tail      = -0.608475 hartree
eps_H + I                = -4.8e-10 hartree
1/r coefficient of v_s   = -2.000000 hartree bohr
largest error of p       = 1.3e-15 electrons
--- further values on the finer grid
ion energy without grid or wall = -4.500000 hartree
sqrt(2I) = 1.10315 1/bohr
r = 5 bohr: half log decay rate of radial density = 0.70924 1/bohr
   sqrt(2I) - (Z-1)/(sqrt(2I) r) = 0.74056 1/bohr
r = 10 bohr: half log decay rate of radial density = 0.91472 1/bohr
   sqrt(2I) - (Z-1)/(sqrt(2I) r) = 0.92186 1/bohr
r = 1 bohr: v_s = -1.95347 hartree, -(Z-1)/r = -2.00000 hartree
r = 2 bohr: v_s = -1.00559 hartree, -(Z-1)/r = -1.00000 hartree
r = 5 bohr: v_s = -0.40000 hartree, -(Z-1)/r = -0.40000 hartree
r = 10 bohr: v_s = -0.20000 hartree, -(Z-1)/r = -0.20000 hartree
density share of excited ion states at 6 bohr = 3.3e-10
largest value in density inequality = -0.0669 hartree
deeper KS eigenvalue = -3.52424 hartree
minus ionization energy to first excited ion = -3.96002 hartree
their difference = 0.43579 hartree
--- displaced 2p orbital, displacement 1 bohr, kappa = 0.5 1/bohr
r = 10 bohr: w = 0.29237 1/bohr
r = 100 bohr: w = 0.47991 1/bohr
r = 1000 bohr: w = 0.49800 1/bohr
largest error of the two shell identities = 4.4e-08
```
